# Singlet and triplet excitations of minimal-basis H2: Casida, TDHF and BSE

## Problem

H2 is described with one 1s function per atom (STO-3G) at a bond length of 1.4 bohr. Symmetry fixes the two molecular orbitals: the bonding $g$, even under inversion, and the antibonding $u$, odd. Both are real, and $g$ is doubly occupied. Energies are in hartree, and

$$(pq|rs)=\iint \frac{p(\mathbf r)q(\mathbf r)\,r(\mathbf r')s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .$$

The one-electron energies are $h_{gg}=-1.2528$ and $h_{uu}=-0.4756$. The Coulomb integrals are $J_{gg}=(gg|gg)=0.6746$, $J_{uu}=(uu|uu)=0.6975$, $J=(gg|uu)=0.6636$ and $K=(gu|gu)=0.1813$.

Build the linear-response matrices of Casida's equation, of time-dependent Hartree-Fock (TDHF) and of the static Bethe-Salpeter equation (BSE) for the transition $g\to u$. How do the opening of the gap and the electron-hole attraction compensate in the singlet and in the triplet, and what does screening do? Compare with full configuration interaction (CI) in the same basis.

## A tempting solution

TDHF contains the Hartree-Fock gap $D$ and the attraction $-J$. The BSE replaces $D$ by the GW gap and the bare attraction by a screened one. Screening in this two-level system reduces $K$ by the factor $s=D/(D+4K)$, so one multiplies $J$ by $s$ as well. The triplet then has

$$A=D_{GW}-sJ,\qquad B=-sK,\qquad \omega=\sqrt{A^2-B^2}.$$

With $D=1.2485$, $s=0.633$ and $D_{GW}=1.2853$ this gives $A=1.2853-0.4198=0.8655$, $B=-0.1147$ and $\omega=0.858$. Full CI gives $0.605$. The singlet, with $2K$ added to both $A$ and $B$, comes out at $1.203$ instead of $0.968$.

The values of $D_{GW}$ and $s$ are correct, as shown below. The fault is the product $sJ$. Screening is the response of the electrons to a charge density. It is taken here, as usual in GW and the BSE, as the linear response of the Hartree-Fock ground state. In this basis that state can change its density to first order only through the transition density $g(\mathbf r)u(\mathbf r)$, which is odd. The attraction $J$ acts between the densities $g^2$ and $u^2$, which are even. An even density has no Coulomb coupling to an odd one:

$$(gg|gu)=(uu|gu)=0 .$$

At this level of theory $J$ is therefore not screened in this basis. The compensation has to be worked out again with the attraction bare.

## Two gaps

In Hartree-Fock an orbital $p$ feels the Hartree potential of two electrons in $g$ and exchange with the one of equal spin, so $\varepsilon_p=h_{pp}+2(pp|gg)-(pg|pg)$. Hence

$$\varepsilon_g=h_{gg}+J_{gg},\qquad \varepsilon_u=h_{uu}+2J-K,$$
$$D=\varepsilon_u-\varepsilon_g=h_{uu}-h_{gg}+2J-K-J_{gg}=1.2485 .$$

For Kohn-Sham theory take exact exchange without correlation. With one electron per spin, exchange removes the self-repulsion of each spin density:

$$E_x=-\frac12\sum_\sigma\iint\frac{\rho_\sigma(\mathbf r)\rho_\sigma(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r',\qquad v_{x\sigma}=-v_H[\rho_\sigma].$$

Both orbitals now feel the same local potential, the Hartree potential of one electron in $g$. The gap is

$$D_x=h_{uu}-h_{gg}+J-J_{gg}=0.7662,\qquad D-D_x=J-K=0.4823 .$$

The empty orbital makes the difference. In Hartree-Fock it feels both electrons, less a small exchange term, and so describes an added electron. In the local potential it feels one electron, as an excited electron does.

## Equation of motion and the matrices

Let each spin orbital be slightly perturbed, $\varphi_\sigma=e^{-i\varepsilon_g t}(g+c_\sigma u)$. Projecting $i\dot\varphi_\sigma=F_\sigma\varphi_\sigma$ on $u$ and keeping first order gives

$$i\dot c_\sigma=D_0c_\sigma+\langle u|\delta F_\sigma|g\rangle ,$$

where $D_0$ is the gap of the chosen theory. The first-order part of the two-electron state is $c_\uparrow|u_\uparrow g_\downarrow\rangle+c_\downarrow|g_\uparrow u_\downarrow\rangle$. For $c_\uparrow=c_\downarrow$ its spatial part is symmetric, a singlet; for $c_\uparrow=-c_\downarrow$ it is antisymmetric, a triplet. In each case one equation remains, $i\dot c=Ac+Bc^*$. With $c=x+iy$, its imaginary and real parts are

$$\dot x=(A-B)y,\qquad \dot y=-(A+B)x .$$

Differentiating once more gives $\ddot x=-(A-B)(A+B)x$, hence

$$\omega=\sqrt{(A-B)(A+B)} .$$

**Casida.** The density changes by $\delta\rho_\sigma=(c_\sigma+c_\sigma^*)\,gu$. A kernel $f_{\sigma\sigma'}$ with matrix elements $M_{\sigma\sigma'}$ between $gu$ and $gu$ adds $\sum_{\sigma'}M_{\sigma\sigma'}(c_{\sigma'}+c_{\sigma'}^*)$. Thus $A=D_0+M$ and $B=M$, with $M=M_{\uparrow\uparrow}\pm M_{\uparrow\downarrow}$ for singlet and triplet. With exact exchange, Hartree and exchange cancel for like spins, and $1/|\mathbf r-\mathbf r'|$ remains for unlike spins. So $M=\pm K$:

$$A^S=D_x+K,\quad B^S=K;\qquad A^T=D_x-K,\quad B^T=-K .$$

For comparison, local density exchange has $v_{x\sigma}=-(6\rho_\sigma/\pi)^{1/3}$. Its derivative acts between like spins and gives, with $\rho_\sigma=g^2$,

$$f=-\frac13\left(\frac6\pi\right)^{1/3}\int (gu)^2\rho_\sigma^{-2/3}\,d\mathbf r=-0.1319 .$$

The Hartree kernel acts between all spins, so $M^S=2K+f$ and $M^T=f$. The gap is $D_L=0.7480$.

**TDHF.** The Hartree term is $K\sum_{\sigma'}(c_{\sigma'}+c^*_{\sigma'})$, as before. Exchange contains the change of the density matrix,

$$\delta P_\sigma(\mathbf r,\mathbf r')=c_\sigma u(\mathbf r)g(\mathbf r')+c_\sigma^*g(\mathbf r)u(\mathbf r') .$$

Multiplying by $-1/|\mathbf r-\mathbf r'|$ and taking the element between $u(\mathbf r)$ and $g(\mathbf r')$ gives $-c_\sigma(uu|gg)-c_\sigma^*(gu|gu)=-Jc_\sigma-Kc_\sigma^*$. The Hartree term gives $2K(c+c^*)$ in the singlet and cancels in the triplet. Therefore

$$A^S=D-J+2K,\quad B^S=2K-K=K;\qquad A^T=D-J,\quad B^T=-K .$$

Now insert $D=D_x+J-K$. The attraction cancels the $J$ in the gap opening, and $A^S=D_x+K$, $A^T=D_x-K$. In this model the TDHF and exact-exchange Casida matrices are identical. The reason is visible before linearization. The exchange operator acting on the one occupied orbital of its spin gives

$$-\varphi_\sigma(\mathbf r)\int\frac{|\varphi_\sigma(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r'=-v_H[\rho_\sigma]\,\varphi_\sigma ,$$

so the occupied orbitals obey the same equation of motion in both theories. The large gap and the large attraction of TDHF are one division of the excitation energy; the small gap and small kernel of Casida are another.

## What is screened

A static potential $V$ mixes $u$ into $g$ with the amplitude $-\langle u|V|g\rangle/D$. The density per spin changes by twice this amplitude times $gu$, and two spins give

$$\delta\rho=-\frac4D\,gu\,\langle u|V|g\rangle .$$

In the random-phase approximation (RPA), $V$ includes the Hartree potential of the induced density. The screened interaction then obeys

$$W_{pq,rs}=(pq|rs)-\frac4D(pq|gu)\,W_{gu,rs}.$$

For $pq=gg$ the second term vanishes by parity, so $W_{gg,uu}=J$. For $pq=rs=gu$, writing $W$ for $W_{gu,gu}$,

$$W=K-\frac{4K}{D}W\quad\Rightarrow\quad W=\frac{KD}{D+4K}=0.1147 .$$

At frequency $\omega$ the factor $-4/D$ becomes $4D/(\omega^2-D^2)$. Solving the same equation gives

$$W(\omega)-K=\frac{4DK^2}{\omega^2-\Omega^2},\qquad \Omega^2=D(D+4K),\quad \Omega=1.5697 .$$

## The GW gap

The Hartree-Fock levels already contain bare exchange. What GW adds is the correlation part of the self-energy, formed from the Green function $G$ and $W^c=W(\omega)-K$:

$$\Sigma(E)=\frac{i}{2\pi}\int G(E+\omega')W^c(\omega')\,d\omega' .$$

For $E$ inside the gap, all poles of the integrand lie in the second and fourth quadrants of the $\omega'$ plane. The path can then be turned onto the imaginary axis, $\omega'=i\xi$, without crossing one. By parity, level $g$ couples only through the intermediate orbital $q=u$, and level $u$ only through $q=g$. The odd part in $\xi$ integrates to zero, leaving

$$\Sigma_p(E)=\frac{1}{2\pi}\int_{-\infty}^{\infty}\frac{4DK^2}{\xi^2+\Omega^2}\,\frac{E-\varepsilon_q}{(E-\varepsilon_q)^2+\xi^2}\,d\xi .$$

For $a=|E-\varepsilon_q|$, partial fractions give

$$\int_{-\infty}^{\infty}\frac{d\xi}{(\xi^2+\Omega^2)(\xi^2+a^2)}=\frac{\pi}{a\Omega(a+\Omega)} .$$

With $w^2=2DK^2/\Omega=0.0523$ hartree², the self-energies are

$$\Sigma_g(E)=-\frac{w^2}{\varepsilon_u-E+\Omega},\qquad \Sigma_u(E)=\frac{w^2}{E-\varepsilon_g+\Omega}.$$

These expressions continue smoothly to the shifted levels just outside the gap. Put $E_g=\varepsilon_g-\delta$ and $E_u=\varepsilon_u+\delta$. Both level equations become

$$\delta=\frac{w^2}{D+\Omega+\delta},\qquad \delta=\frac{-(D+\Omega)+\sqrt{(D+\Omega)^2+4w^2}}{2}=0.0184 .$$

The one-shot GW gap from the Hartree-Fock start is $D_{GW}=D+2\delta=1.2853$.

## The BSE matrices and the compensation

In the static BSE the exchange response $-\delta P_\sigma/|\mathbf r-\mathbf r'|$ is replaced by $-W\delta P_\sigma$. This takes $W$ at zero frequency and neglects its change during the excitation. The Hartree response remains bare. In the TDHF matrices $D$ becomes $D_{GW}$, $J$ becomes $W_{gg,uu}=J$, and the exchange part of $B$ becomes $-W$:

$$A^S=D_{GW}-J+2K=0.9843,\qquad B^S=2K-W=0.2479,$$
$$A^T=D_{GW}-J=0.6218,\qquad B^T=-W=-0.1147 .$$

The frequencies are

$$\omega_S=\sqrt{0.7364\times1.2321}=0.9526,\qquad \omega_T=\sqrt{0.7364\times0.5071}=0.6111 .$$

Measured from the exact-exchange Kohn-Sham gap, the balance is

$$\underbrace{(J-K+2\delta)}_{\text{opening }0.519}-\underbrace{J}_{0.664}=2\delta-K=-0.144 .$$

This holds for both spins. The attraction outweighs the opening, so the triplet $A$ lies below $D_x$. The singlet has the repulsion $2K$ in addition, which puts its $A$ above $D_x$ by $K+2\delta$. In the limit $K\to0$ we have $\delta=W=0$, the compensation is complete, and both excitations lie at $D_x=D-J$.

Screening acts differently in the two spin channels. Go from TDHF to BSE in two moves: first open the gap with $B$ unchanged, then screen $B$.

| | gap opening | screening of $B$ | sum |
|---|---|---|---|
| singlet | $+0.0375$ | $-0.0149$ | $+0.0226$ |
| triplet | $+0.0386$ | $+0.0163$ | $+0.0550$ |

The signs follow from $\omega^2=A^2-B^2$. Since $W<K$, screening enlarges $B^S=2K-W$ and lowers the singlet. It reduces $|B^T|=W$ and raises the triplet. Screening thus offsets part of the GW opening in the singlet and adds to it in the triplet.

## Comparison with full CI

Parity allows the configuration $g^2$ to mix only with $u^2$, through the matrix element $K$. Their separation is $X=2(h_{uu}-h_{gg})+J_{uu}-J_{gg}=1.5773$. The lower root of this two-by-two problem lies below the Hartree-Fock energy $2h_{gg}+J_{gg}$ by

$$c=\sqrt{X^2/4+K^2}-X/2=0.0206 .$$

With one electron removed the energy is $h_{gg}$; with one added it is $2h_{gg}+h_{uu}+J_{gg}+2J-K$. Their sum minus twice the ground-state energy is the fundamental gap, $D+2c=1.2896$. The states with one electron in each orbital have energies $h_{gg}+h_{uu}+J\mp K$, upper sign for the triplet. Subtracting the ground-state energy gives

$$\omega_T=D-J+c=0.6055,\qquad \omega_S=D-J+2K+c=0.9680 .$$

Correlation opens the gap by $2c$ but raises each excitation by only $c$. Measured against the correlated gap, the effective attraction is $J+c$, stronger than the bare one. The static BSE leaves $J$ unchanged in $A$ and lowers the excitation through $B$ instead: $A-\omega$ is $0.0107$ in the triplet and $0.0317$ in the singlet, against $c=0.0206$. For weak interaction this lowering tends to $K^2/2D$, the same limit as $c$, as derived below.

Errors relative to full CI are:

| | singlet | triplet |
|---|---|---|
| TDHF = Casida, exact exchange | $-0.038$ | $-0.049$ |
| Casida, local exchange | $-0.017$ | $-0.004$ |
| static BSE | $-0.015$ | $+0.006$ |

In eV, the BSE gives 25.92 and 16.63, and full CI 26.34 and 16.48. Local exchange does about as well as the BSE here although it contains no correlation. Nothing derived above explains that agreement, so it should not be carried over to other systems. Full CI is exact only within these two orbitals and leaves out the error of the basis, so none of these values predicts a measured spectrum. In aug-cc-pVTZ the lowest singlet and triplet of this symmetry lie near 12.7 and 10.6 eV in full CI. The ranking of the methods changes too. In that basis the BSE still improves the triplet (about 10.6 eV against 9.6 eV in TDHF), but its singlet, about 13.0 eV, is worse than the TDHF value of 12.7 eV.

## Weak interaction

Is the improvement over TDHF systematic? Scale all Coulomb integrals down at fixed $D$ and keep second order. Then $\omega\simeq A-B^2/2A$ with $B^2\simeq K^2$ and $A\simeq D$ in the denominator, so the coupling lowers both theories by $K^2/2D$. Also $X\to2D$, hence $c\to K^2/2D$. Relative to full CI, TDHF has the error

$$-\frac{K^2}{2D}-\frac{K^2}{2D}=-\frac{K^2}{D}.$$

In GW, $\Omega\to D$ and $w^2\to2K^2$, so $\delta\to K^2/D$. The BSE error is

$$\frac{2K^2}{D}-\frac{K^2}{2D}-\frac{K^2}{2D}=+\frac{K^2}{D}.$$

This holds for both spins. At leading order the BSE misses by as much as TDHF, with the opposite sign, because the GW opening $2K^2/D$ is twice the true $2c=K^2/D$. At 1.4 bohr, $4K/D=0.58$ is not small. The leading estimates $\delta=0.026$ and $c=0.013$ become $0.018$ and $0.021$, so the GW opening, $0.037$, is even slightly below the true $0.041$. The better BSE values therefore rest on higher orders in the interaction, not on a correct second order.

## Where the results fail

The equation $\dot y=-(A+B)x$ provides a restoring force only while $A+B>0$, given $A-B>0$. In the TDHF triplet $A+B=D-J-K$, which is $0.404$ at 1.4 bohr and reaches zero when the bond is stretched to 2.18 bohr. Beyond that length, tilting the two spin orbitals in opposite directions lowers the Hartree-Fock energy, and $\omega$ is imaginary. Exact-exchange Casida fails at the same point, having the same matrices. In the BSE the sum is $D_{GW}-J-W$. The larger gap and the smaller $W$ both delay the failure, to 2.93 bohr, but do not remove it. These lengths depend on the basis: in cc-pVTZ they are 2.30 and about 3.1 bohr. The BSE also loses the condition $A-B>0$. For both spins $A-B=D_{GW}-J+W$, which changes sign at about 4.3 bohr in the minimal basis. Beyond that length the BSE singlet frequency is imaginary. The triplet frequency is real again only because both factors are negative, and it has no meaning: $0.078$ at 5 bohr against $0.003$ in full CI.

The bare attraction is a property of the minimal basis. A larger basis has further even orbitals, and transitions from $g$ into them have even densities that can screen $J$. In 6-31G**, with $g$ and $u$ the two lowest Hartree-Fock orbitals, $(gg|uu)$ is $0.432$ and its screened value $0.414$, a reduction of 4%. These numbers are not converged in the basis, because $u$ changes with it: $(gg|uu)$ is $0.34$ in cc-pVTZ, reduced by 3%, and $0.16$ in aug-cc-pVTZ, reduced by 0.5%. The factor $s$ of the tempting solution would have removed 37% in the minimal basis, where the same screening equation gives no reduction.

The numerical output below gives the values to more digits.

## Values computed for the example and the checks

```
H2 STO-3G bond length: 1.40000 bohr
h_gg: -1.25280 hartree
h_uu: -0.47560 hartree
J_gg: 0.67459 hartree
J_uu: 0.69750 hartree
J = (gg|uu): 0.66356 hartree
K = (gu|gu): 0.18126 hartree
HF energy of g: -0.57820 hartree
HF energy of u: 0.67027 hartree
exact-exchange KS gap D_x: 0.76616 hartree
local-density-exchange KS gap D_L: 0.74805 hartree
local exchange kernel element f: -0.13189 hartree
HF gap D: 1.24847 hartree
opening D - D_x: 0.48231 hartree
RPA energy Omega: 1.56967 hartree
self-energy pole strength w^2: 0.05226 hartree^2
GW shift delta of each level: 0.01842 hartree
GW gap D_GW: 1.28532 hartree
total opening D_GW - D_x: 0.51916 hartree
net D_GW - J - D_x: -0.14441 hartree
screened direct element W_gg,uu: 0.66356 hartree
screened coupling element W: 0.11467 hartree
Method, spin: A, B, omega [hartree]; omega [eV]
Casida exact exchange, S: 0.94742, 0.18126, 0.92992; 25.304
Casida exact exchange, T: 0.58491, -0.18126, 0.55611; 15.133
Casida local exchange, S: 0.97867, 0.23062, 0.95111; 25.881
Casida local exchange, T: 0.61615, -0.13189, 0.60187; 16.378
TDHF, S: 0.94742, 0.18126, 0.92992; 25.304
TDHF, T: 0.58491, -0.18126, 0.55611; 15.133
BSE, S: 0.98427, 0.24785, 0.95256; 25.920
BSE, T: 0.62176, -0.11467, 0.61109; 16.629
Full CI, S: 0.96798 hartree; 26.340 eV
Full CI, T: 0.60547 hartree; 16.476 eV
correlation energy size c: 0.02056 hartree
full-CI fundamental gap: 1.28959 hartree
BSE minus TDHF, S, gap opening part: 0.03752 hartree
BSE minus TDHF, S, screening part: -0.01488 hartree
BSE minus TDHF, T, gap opening part: 0.03864 hartree
BSE minus TDHF, T, screening part: 0.01634 hartree
weak-coupling error/(K^2/D), S: TDHF -1.000, BSE 0.998
weak-coupling error/(K^2/D), T: TDHF -1.000, BSE 0.999
TDHF triplet instability at bond length: 2.17969 bohr
BSE triplet instability at bond length: 2.93235 bohr
6-31G** bare (gg|uu): 0.43155 hartree
6-31G** screened W_gg,uu: 0.41400 hartree
```
